# Interface-Trap Density from High- and Low-Frequency MOS Capacitances, part 1

(Sections cited here and not found follow in the second part.)

## First half: separating the charges

**Q:** You want to count interface traps by measuring the capacitance of a metal–oxide–semiconductor capacitor twice, at two frequencies. A capacitance tells me how much charge moves when the voltage changes. It does not tell me where that charge went. How can two such numbers single out the traps?

**A:** One capacitance cannot do it. Two can, if the traps take part in one measurement and not in the other while everything else stays the same. To see what "everything else" means, start with the charges.

Take an n-type semiconductor and let every charge and capacitance be per unit area. The gate carries $Q_G$, the semiconductor $Q_s$, the interface traps $Q_{it}$, and the oxide a fixed charge $Q_f$. The field vanishes deep in the semiconductor, so the whole structure is neutral:

$$Q_G+Q_s+Q_{it}+Q_f=0 .$$

Let $\psi$ be the potential at the semiconductor surface relative to the bulk. It is negative in depletion, where electrons are pushed away from the surface. The gate voltage is shared between the semiconductor and the oxide:

$$V_G=\psi+\frac{Q_G}{C_{ox}}+\text{constant}.$$

The second term is the potential drop that the gate charge causes across the oxide, whose capacitance is $C_{ox}$. The constant holds the work-function difference and the effect of the fixed charge. I choose it so that $V_G=0$ at flat band, $\psi=0$. It drops out of every capacitance.

**Q:** Then what is the capacitance of the semiconductor side, and why should its sign be positive?

**A:** Define

$$C_s=-\frac{dQ_s}{d\psi},\qquad C_{it}=-\frac{dQ_{it}}{d\psi}.$$

Raising $\psi$ lowers the electron energy at the surface. More electrons gather there, $Q_s$ becomes more negative, and $C_s$ is positive. The trap levels are also lowered relative to the Fermi level, so they capture electrons. Each capture changes the trap charge by $-q$, with $q$ the elementary charge. This is true of an acceptor, which goes from neutral to negative, and of a donor, which goes from positive to neutral. Hence $C_{it}$ is positive for both, and the method cannot tell them apart.

**Q:** Start with the slow signal. What does the gate see?

**A:** At low frequency I assume that all traps near the Fermi level stay in equilibrium with the signal. Since $Q_f$ is fixed, neutrality gives

$$dQ_G=-dQ_s-dQ_{it}=(C_s+C_{it})\,d\psi .$$

The voltage equation gives

$$dV_G=d\psi+\frac{dQ_G}{C_{ox}}=\left(1+\frac{C_s+C_{it}}{C_{ox}}\right)d\psi .$$

Dividing the first by the second, and multiplying top and bottom by $C_{ox}$,

$$C_{lf}=\frac{dQ_G}{dV_G}=\frac{C_{ox}(C_s+C_{it})}{C_{ox}+C_s+C_{it}} .$$

This is the oxide in series with two capacitances in parallel. They are in parallel because the band electrons and the traps respond to the same $\psi$.

**Q:** And the fast signal?

**A:** At high frequency I assume that no trap changes its occupation during a cycle. Then $dQ_{it}=0$, although $Q_{it}$ itself need not be zero. The same two lines, without $C_{it}$, give

$$C_{hf}=\frac{C_{ox}C_s}{C_{ox}+C_s}.$$

The band electrons must follow both signals, and the donors are taken as fully ionized at all times.

**Q:** You have written the same $C_s$ in both formulas. That looks like the place where the argument could break.

**A:** It is the central condition. In this model $C_s$ depends on the bias only through $\psi$. The two values agree if both measurements are made at the same $\psi$. The same gate voltage ensures this only if the steady trap charge is also the same, because $Q_{it}$ enters the charge balance that fixes $\psi$.

So the traps must follow the steady bias in both measurements. The statement that they follow only the low-frequency signal concerns the two small alternating signals, not the bias on which these are superposed.

**Q:** Granted. Now remove the unknown $C_s$.

**A:** Take reciprocals of the two results:

$$\frac1{C_{lf}}=\frac1{C_{ox}}+\frac1{C_s+C_{it}},\qquad \frac1{C_{hf}}=\frac1{C_{ox}}+\frac1{C_s}.$$

Move the oxide term to the left and invert:

$$C_s+C_{it}=\left(\frac1{C_{lf}}-\frac1{C_{ox}}\right)^{-1},\qquad C_s=\left(\frac1{C_{hf}}-\frac1{C_{ox}}\right)^{-1}.$$

Subtraction leaves

$$C_{it}=\left(\frac1{C_{lf}}-\frac1{C_{ox}}\right)^{-1}-\left(\frac1{C_{hf}}-\frac1{C_{ox}}\right)^{-1}.$$

No doping profile or formula for $C_s$ has been used.

**Q:** Why not simply subtract the measured capacitances?

**A:** Because the oxide in series hides part of the change. Each inverse bracket can be written as $C_{ox}C/(C_{ox}-C)$. With a common denominator the numerator of the difference is

$$C_{ox}\left[C_{lf}(C_{ox}-C_{hf})-C_{hf}(C_{ox}-C_{lf})\right]=C_{ox}^2(C_{lf}-C_{hf}),$$

since the products $C_{lf}C_{hf}$ cancel. Therefore

$$C_{it}=\frac{C_{ox}^2\,(C_{lf}-C_{hf})}{(C_{ox}-C_{lf})(C_{ox}-C_{hf})}.$$

Both factors in the denominator are smaller than $C_{ox}$, so $C_{it}$ is larger than the measured difference.

**Q:** That is still a capacitance. I asked for a density of traps.

**A:** Let $D_{it}$ be the number of traps per unit area and per eV. I measure energies in eV, so that an energy and the corresponding potential in volts have the same numerical value. Let $z$ be the depth of a trap below the conduction-band edge at the surface, and $s$ the depth of the Fermi level below that same edge. With $V_t=kT/q$, the occupation is

$$f(z)=\frac1{1+e^{(s-z)/V_t}} .$$

Deep traps, $z>s$, are mostly full. A spin degeneracy factor would multiply the exponential by a constant, and I absorb it into the definition of $z$. The trap charge is

$$Q_{it}=-q\int D_{it}(z)\,f(z)\,dz+\text{constant},$$

where the constant depends on how many traps are donors.

Raising $\psi$ lowers the band edge towards the Fermi level, so $s=s_{fb}-\psi$, with $s_{fb}$ the flat-band value. Differentiating the occupation gives $df/ds=-f(1-f)/V_t$, and $ds/d\psi=-1$ reverses the sign. Hence

$$C_{it}=q\int D_{it}(z)\,\frac{f(1-f)}{V_t}\,dz .$$

**Q:** So you do not obtain $D_{it}$ at one energy.

**A:** No. The weight $f(1-f)/V_t$ equals $df/dz$. Its integral is the change of $f$ from 0 to 1, which is one when the Fermi level lies many $V_t$ from both band edges. The integral is therefore an average of $D_{it}$ around $z=s$. I write it $\langle D_{it}\rangle$, and the result is

$$\boxed{\langle D_{it}\rangle=\frac1q\left[\left(\frac1{C_{lf}}-\frac1{C_{ox}}\right)^{-1}-\left(\frac1{C_{hf}}-\frac1{C_{ox}}\right)^{-1}\right]}$$

To find the width of the average, put $y=(z-s)/V_t$. Then $f(1-f)=1/[4\cosh^2(y/2)]$, which falls to half its maximum when $\cosh^2(y/2)=2$, or $y=\pm1.76$. The full width at half maximum is about $3.5\,V_t$. If $D_{it}$ changes little over this width, the average is close to the local density.

**Q:** Trap densities often rise towards a band edge. How much does the averaging distort such a profile?

**A:** Take the model

$$D_{it}(z)=D_b+D_e\,e^{-z/w}.$$

The constant part is unchanged. For the exponential part let $r=V_t/w$. Since $z=s+V_ty$, the average is

$$e^{-s/w}\int_{-\infty}^{\infty}f(1-f)\,e^{-ry}\,dy ,$$

where the limits have been extended to infinity. Towards the conduction band the integrand falls only as $e^{-(1-r)|y|}$, so the extension requires $(1-r)\,s\gg V_t$, which is well satisfied in the example below. Use $f$ as the variable: $df=f(1-f)\,dy$ and $e^{y}=f/(1-f)$. The integral becomes

$$\int_0^1 f^{-r}(1-f)^{r}\,df=\frac{\Gamma(1-r)\Gamma(1+r)}{\Gamma(2)}=\frac{\pi r}{\sin\pi r}.$$

The first equality is the beta integral. The second uses $\Gamma(1+r)=r\Gamma(r)$, $\Gamma(r)\Gamma(1-r)=\pi/\sin\pi r$ and $\Gamma(2)=1$. It requires $r<1$: a density that varies faster than the tail of the occupation can no longer be assigned to the neighbourhood of $s$.

**Q:** I would like to see this with numbers, and with capacitances that were not manufactured from your final formula.

**A:** Take a model semiconductor with a gap of 3.2 eV, relative permittivity 10 and $N_d=10^{16}$ donors per cm³, at 300 K. The oxide is 50 nm thick with relative permittivity 3.9, which gives $C_{ox}=69.063$ nF/cm². The trap parameters are $D_b=1.0\times10^{11}$ and $D_e=2.0\times10^{12}$ cm⁻² eV⁻¹, with $w=0.2$ eV.

The charge balance also needs $Q_s(\psi)$. Let $\varphi(x)$ be the potential at distance $x$ from the surface and $\varepsilon_s$ the permittivity. With Boltzmann electrons and no holes, Poisson's equation is

$$\varphi''=\frac{qN_d}{\varepsilon_s}\left(e^{\varphi/V_t}-1\right).$$

Multiply by $\varphi'$ and integrate from the bulk, where $\varphi=\varphi'=0$, to the surface:

$$\tfrac12\varphi'(0)^2=\frac{qN_dV_t}{\varepsilon_s}\left(e^{u}-u-1\right),\qquad u=\frac{\psi}{V_t}.$$

By Gauss's law $Q_s=\varepsilon_s\varphi'(0)$. In depletion $\varphi$ rises from $\psi<0$ to zero, so the slope and the charge are positive. Thus

$$Q_s=-\operatorname{sgn}(\psi)\sqrt{2q\varepsilon_sN_dV_t\,(e^u-u-1)} .$$

A direct numerical solution of Poisson's equation agreed with this charge to within one part in $10^4$ at the example bias.

At $s=0.45$ eV, $\psi=-0.2714$ V and $V_G=-1.0065$ V. The balance was solved at two gate voltages close to this one. Letting the traps re-equilibrate gave $C_{lf}=41.579$ nF/cm², and freezing their charge gave $C_{hf}=30.223$ nF/cm². These are finite differences of the gate charge.

**Q:** And the extraction?

**A:** In nF/cm²,

$$C_s+C_{it}=\frac{69.063\times41.579}{69.063-41.579}=104.48,$$

$$C_s=\frac{69.063\times30.223}{69.063-30.223}=53.74 .$$

The difference is $C_{it}=50.74$ nF/cm², and division by $q$ gives

$$\langle D_{it}\rangle=\frac{50.74\times10^{-9}}{1.602\times10^{-19}}=3.167\times10^{11}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

The input density at the Fermi level is $3.108\times10^{11}$ in the same unit. The extracted value is 1.9% higher than this. Here $V_t=0.02585$ V, so $r=0.129$ and the factor $\pi r/\sin\pi r$ is 1.028. Applying it to the exponential part gives $3.167\times10^{11}$, so thermal averaging accounts for the excess.

**Q:** The measured difference was only 11.36 nF/cm², yet you report 50.74. Does the same amplification act on errors?

**A:** Errors are amplified too, but not by the same factor. The ratio $50.74/11.36=4.47$ contains one factor from each bracket, whereas an error in one reading is multiplied by the square of its own factor. Differentiate the low-frequency bracket by the quotient rule:

$$\frac{d}{dC_{lf}}\frac{C_{ox}C_{lf}}{C_{ox}-C_{lf}}=\frac{C_{ox}^2}{(C_{ox}-C_{lf})^2}.$$

Here this factor is $(69.063/27.484)^2=6.31$. A reading of $C_{lf}$ that is 1% high is wrong by 0.416 nF/cm², which adds about 2.6 nF/cm² to $C_{it}$. Repeating the full extraction gives $3.333\times10^{11}$ cm⁻² eV⁻¹, an error of 5.3% relative to the correct extraction.

The factor grows without limit as $C_{lf}$ approaches $C_{ox}$. This happens in strong accumulation, and also where the trap density is so large that $C_{it}\gg C_{ox}$. There almost all of a small change in gate voltage falls across the oxide, and the measurement says little about what lies beneath it.

## Second half: testing the frequency assumption

**Q:** Before I attack the assumption about frequencies, remind me what has been established.

**A:** All capacitances are per unit area: $C_{ox}$ for the oxide, $C_s$ for the semiconductor and $C_{it}$ for the traps in equilibrium. $C_{lf}$ is measured with all traps following the signal, $C_{hf}$ with none following. $\psi$ is the surface potential, negative in depletion, $V_t=kT/q$, and $s=s_{fb}-\psi$ is the depth of the Fermi level below the surface conduction-band edge, in eV. The occupation of a trap at depth $z$ is $f$. At a common bias and common steady trap charge,

$$q\langle D_{it}\rangle=C_{it}=\frac{C_{ox}C_{lf}}{C_{ox}-C_{lf}}-\frac{C_{ox}C_{hf}}{C_{ox}-C_{hf}},$$

where the average extends over a few $V_t$ around $z=s$. In the example at $s=0.45$ eV, $C_{ox}=69.063$, $C_s=53.74$ and $C_{it}=50.74$ nF/cm², and the extracted density is $3.167\times10^{11}$ cm⁻² eV⁻¹.

**Q:** You knew $s$ because you constructed the example. In a measurement I know only $V_G$. How do I place the density on an energy axis?

**A:** The low-frequency curve supplies the scale. From $dV_G=d\psi+dQ_G/C_{ox}$ and $dQ_G=C_{lf}\,dV_G$,

$$\frac{d\psi}{dV_G}=1-\frac{C_{lf}}{C_{ox}} .$$

The low-frequency capacitance belongs here because the traps also follow the slow change of bias. Integration gives differences of $\psi$. One reference point, such as flat band, must come from elsewhere, and an error in it shifts the whole energy axis by the same amount. At flat band the bulk electron density equals the donor density, $N_d=N_ce^{-s_{fb}/V_t}$, with $N_c$ the effective density of states. Hence $s_{fb}=V_t\ln(N_c/N_d)$, which is 0.1786 eV for $N_c=10^{19}$ cm⁻³.

In the example, integrating over the calculated $C_{lf}$ between the biases for $s=0.25$ and $s=0.45$ eV gave a change of $-0.20000$ V in $\psi$, as it should.

**Q:** You insisted that the traps follow the bias. Suppose I sweep quickly for the high-frequency curve, so that they do not. What goes wrong?

Two capacitances measured at the same bias and the same steady trap charge give the trap density averaged over a few $V_t$ around the Fermi level, and the low-frequency curve places it on an energy axis once a reference point is known. It remains to answer what goes wrong when the traps do not follow the bias, and to find at which energies two real frequencies separate the traps well enough.
